Why a series dielectric raises the backward switching voltage of an antiferroelectric

**Question.** An antiferroelectric film has an ideal square double loop. A thin linear dielectric is placed between the film and one electrode, and the voltage is swept up to saturation and back to zero. Why does the switch back to the unpolarized state now begin at a clearly higher voltage, while the forward switch begins at nearly the same voltage as before?

**Answer.** The film responds to its own field, not to the applied voltage. The two differ by the voltage across the layer, and that voltage is set by the electric displacement passing through it. Just before forward switching the film is still unpolarized, the displacement is small, and the layer takes little voltage. Just before backward switching the film carries its full polarization, the displacement is large, and the layer takes much more. As the applied voltage is lowered, the film field therefore reaches its backward threshold early, while a good part of the applied voltage still lies across the layer.

**The model**

The film has thickness d_a and the layer has thickness d_i. Fields and polarization are counted positive from the film's electrode towards the layer. Only positive voltages are treated; the other half of the double loop follows by symmetry. The displacement in the film is

D = ε₀ε_a E_a + P

Here E_a is the film field, and ε_a is the background relative permittivity, which describes the linear response present in both states. P is the switched part of the polarization. In each small region of the film it is either 0 or P_s. A region switches forward when its field rises to E_F and back when its field falls to E_B, with 0 < E_B < E_F. These two fields are taken as properties of the film that the layer does not alter. The sweep is slow compared with switching.

The layer is linear, with relative permittivity ε_i and field E_i. With no free charge at the interface, the displacement is continuous:

ε₀ε_i E_i = ε₀ε_a E_a + P

The applied voltage is the sum of the two voltage drops:

V = E_a d_a + E_i d_i

**From the film field to the applied voltage**

The continuity condition gives the layer field:

E_i = (ε_a/ε_i) E_a + P/(ε₀ε_i)

Inserting this in the sum of voltages gives

V = E_a d_a + (ε_a d_i/ε_i) E_a + P d_i/(ε₀ε_i)

The first two terms are both proportional to E_a. With the ratio

r = ε_a d_i/(ε_i d_a)

they combine, and

V = (1 + r) E_a d_a + P d_i/(ε₀ε_i)   (1)

The ratio r is the film's background capacitance divided by the layer's capacitance. It describes an ordinary capacitive divider. The last term is different in kind: it is present whenever the film is polarized, even if E_a is zero. Solving for the film field shows what it does:

E_a = [V − P d_i/(ε₀ε_i)] / [(1 + r) d_a]

At fixed voltage, switched polarization lowers the film field. This is the depolarizing field. The polarization leaves bound charge at the interface, and the electrode on that side, being separated from it by the layer, cannot cancel its field completely. When the film touches both electrodes, taken here as perfect conductors, the voltage alone fixes E_a = V/d_a and the effect is absent.

**The two onsets**

Forward switching begins with P = 0 and E_a = E_F. Equation (1) gives

V_F = (1 + r) E_F d_a   (2)

Backward switching from saturation begins with P = P_s and E_a = E_B:

V_B = (1 + r) E_B d_a + S,  with S = P_s d_i/(ε₀ε_i)   (3)

Without the layer the onsets are E_F d_a and E_B d_a. The rises are therefore

ΔV_F = r E_F d_a = ε_a E_F d_i/ε_i

ΔV_B = r E_B d_a + S = (ε₀ε_a E_B + P_s) d_i/(ε₀ε_i)

Both have the form D d_i/(ε₀ε_i), with D taken at the onset in question. Their ratio is

ΔV_B/ΔV_F = (ε₀ε_a E_B + P_s)/(ε₀ε_a E_F)   (4)

The claim in the question thus has two conditions. The forward onset is nearly unchanged, relative to its original value, only if r is much smaller than 1. The backward rise exceeds the forward rise in volts only if the ratio (4) is above 1, that is, if

P_s > ε₀ε_a (E_F − E_B)

A film with a weak polarization step and a large background permittivity would not show the contrast in volts.

Both onsets start from a uniform film, in which P is everywhere 0 or everywhere P_s. Within this model they do not depend on the domain pattern that forms in between.

**What happens to the rest of the loop**

The layer does not move the whole backward branch upwards. Suppose the film consists of many small regions that all feel the laterally averaged field. This requires regions clearly narrower than the layer is thick; wider ones, which feel mainly their own polarization charge, are treated below. When the first of them switch forward, P rises, the film field drops, and the remaining regions need more voltage. The film field stays at E_F while P grows from 0 to P_s, so by equation (1) forward switching ends at V_F + S. On the way back the film field stays at E_B while P falls, and backward switching ends at P = 0, where V = (1 + r) E_B d_a. Both vertical edges of the loop become slanted. The backward onset is the upper end of one slanted edge; the forward onset is the lower end of the other.

In this averaged-field case the shear does not reduce the energy lost per half-loop. The loss per area is the integral of V dD around the loop:

∮V dD = d_a ∮E_a dD + d_i ∮E_i dD

In the layer E_i is proportional to D, so the second integral vanishes around a closed loop. In the first, dD = ε₀ε_a dE_a + dP, and the part with E_a dE_a vanishes for the same reason. What remains is

∮V dD = d_a ∮E_a dP = P_s (E_F − E_B) d_a

because P rises at E_F and falls at E_B. The layer does not appear in the result.

Regions much wider than the layer is thick behave differently. Each switches as a unit at fixed voltage, and its own field drops as it does so. As long as V_B stays below V_F, the edges of the loop then remain vertical, at V_F and V_B. Since P no longer changes at constant film field, the loop area is smaller, by S P_s/(1 + r).

The words "from saturation" also matter. In the averaged-field case, if the peak voltage V_p lies between V_F and V_F + S, the film is only partly switched and its field at the peak is E_F. As the voltage is lowered, P stays fixed until the field has fallen to E_B. By equation (1) at fixed P, this takes a voltage change of (1 + r)(E_F − E_B) d_a, so backward switching starts at

V_p − (1 + r)(E_F − E_B) d_a   (5)

In this range the backward onset follows the peak voltage. It settles at the value (3) once the peak reaches V_F + S.

**A worked example**

Take a 10 nm film with P_s = 12 µC/cm², E_F = 2.0 MV/cm, E_B = 0.50 MV/cm and ε_a = 30. The layer is 2.0 nm thick with ε_i = 100. The capacitive ratio is

r = (30 × 2.0)/(100 × 10) = 0.060

and the voltage that the full polarization puts across the layer is S = 0.271 V.

Without the layer, the forward onset is 2.0 MV/cm × 10 nm = 2.00 V and the backward onset is 0.50 V. With the layer,

V_F = 1.060 × 2.00 V = 2.12 V

V_B = 1.060 × 0.50 V + 0.271 V = 0.80 V

The forward onset rises by 0.12 V, or 6% of its original value. The backward onset rises by 0.30 V, or 60%. In volts the contrast is a factor of 2.5, which is the ratio of the displacements at the two onsets, 13.3 and 5.3 µC/cm². The percentages differ by a factor of ten because the original backward voltage is also four times smaller. "Nearly unchanged" is therefore a fair description of the relative change, but a less striking one in volts.

With the averaged field, forward switching ends at 2.12 V + 0.27 V = 2.39 V, so a peak of 2.45 V saturates the film. Backward switching ends at 0.53 V, close to the original 0.50 V. Behind a 2 nm layer, however, the averaged field is only a rough description even for regions 1 nm wide: such a region still feels between a sixth (disc) and a third (stripe) of the self-field of a wide one, and forward switching would end at 2.35 V or 2.30 V. This refers to the field averaged over the film thickness; next to the interface the local field of a half-switched stripe pattern differs from the average by about 0.5 MV/cm. In a real film the regions are likely to be wider, and switching would then end closer to the onsets. The onsets themselves are the same in both limits.

These values were compared with simulated voltage sweeps, in which the film field came from a discretized Poisson equation for the whole stack and 500 regions, all given the same laterally averaged field, switched at the thresholds E_F and E_B. With a voltage step of 0.5 mV, the onsets were 2.1205 V and 0.8010 V. The loss was 18.00 µJ/cm² without the layer and 17.99 µJ/cm² with it. For a peak of only 2.25 V, 48% of the film switched and backward switching began at 0.66 V, as equation (5) gives: 2.25 V − 1.060 × 1.50 V = 0.66 V.

Two further sweeps tested the cause. In the first, the regions switched at the same fields but carried no polarization. In the second, the polarization was kept, but free charge of density −P_s was placed at the interface at the peak, cancelling the bound charge. In both cases the backward onset was 0.53 V. What remains is the capacitive share, 0.03 V; the other 0.27 V of the rise comes from the uncompensated polarization charge.

**How thin is thin?**

As the layer is made thicker at fixed film thickness, V_B grows faster than V_F, provided that P_s > ε₀ε_a(E_F − E_B). The onsets meet when

S = (1 + r)(E_F − E_B) d_a   (6)

In the example S grows by 0.1355 V and r by 0.030 for each nanometre of layer. With x the layer thickness in nanometres, condition (6) reads

0.1355 x = 1.50 (1 + 0.030 x)

x = 1.50/(0.1355 − 0.045) = 16.6

Beyond 16.6 nm, a saturated film begins to switch back at a voltage above the one at which it first began to switch forward. The loop still has a width at fixed polarization, but its slanted edges now overlap in voltage.

The same condition decides what happens if the film switches as one unit instead of region by region. At fixed voltage, its field then drops at once by S/[(1 + r) d_a], here 0.26 MV/cm, from 2.0 to about 1.74 MV/cm. This is well above E_B, so the film stays switched, and the backward onset is again 0.80 V. For a layer thicker than 16.6 nm, the field would fall below E_B and the fully switched state could not persist at that voltage.

**Comparison with a real capacitor**

The film parameters are rough values in the regime of antiferroelectric zirconia, and the layer is modelled on rutile-type titania. A permittivity of 100 in a 2 nm layer is optimistic. If it were 50, equations (2) and (3) would double both rises, to about 0.24 V and 0.60 V, but the backward rise could not be observed: at that onset the layer field would be 3.0 MV/cm, above the breakdown strength of 2.5 MV/cm assumed here. Even with a permittivity of 100 the margin is small. At the 2.45 V peak the layer carries 0.394 V, or 1.97 MV/cm. Making the layer thinner does not help at a given displacement, because E_i = D/(ε₀ε_i) does not contain d_i.

The assumption that real films most plainly break is the square loop: their thresholds are spread out, and they can drift with temperature or differ between a film grown with the layer and one grown without it. The onset shifts quoted from here on are for loops taken to saturation, which in some cases needs a peak above 2.45 V; a partly switched film would have a lower backward onset. A 10% change in threshold moves the forward onset by 0.21 V, more than the 0.12 V rise, but the backward onset by only 0.05 V, against a rise of 0.30 V. With each threshold uncertain by 10%, the forward rise could not be identified, while the backward rise could. If instead both thresholds were uncertain by the same 0.2 MV/cm, either onset could move by 0.21 V, and even the backward rise would be hard to establish.

Charge leaking through the layer is the next concern. For an assumed barrier of 1.0 eV, the free electron mass and 300 K, the tunnelling current density at the peak is 1.8 A/cm² in the WKB approximation; an exact solution for the same barrier gives 2.7 to 5 A/cm² for electrode Fermi energies from 8 to 3 eV. Held for 1 µs, the WKB current would bring at most 1.8 µC/cm² to the interface. If all of that charge stayed there, it would cancel part of the bound charge and lower the backward onset by 0.04 V. This correction is small only because the time is short. The layer voltage at the peak is cancelled by about 18.5 µC/cm² of interface charge, which 1.8 A/cm² delivers in about 10 µs. With this leakage included in a triangular sweep between ±2.45 V, the backward onset is 0.79 V at 1 MHz, 0.75 V at 100 kHz, 0.54 V at 10 kHz and 0.49 V at 1 kHz. For this barrier the rise appears only in sweeps that are slow compared with switching and also fast compared with leakage; in an ordinary kilohertz loop it would be gone. The estimate is exponentially sensitive to the barrier and to the tunnelling mass. It treats the interface as if it accepted electrons like a metal, and it leaves out conduction through defects. With 0.6 of the free electron mass in the barrier the initial current would be 60 to 100 times larger, depending on how the motion parallel to the barrier is treated, and the charge collected within the same microsecond could cancel the whole rise if it stayed at the interface.

Nonlinearity of the layer acts the other way if its permittivity falls with field. Adding a term βD³ to its field, with β = 7 × 10⁹ V m⁵/C³ as an assumed magnitude, raises the backward onset by a further 0.03 V and the forward onset by 0.002 V.

Real electrodes also screen imperfectly and act as another thin series layer. With an assumed total screening length of 0.01 nm (thickness divided by relative permittivity), they add 0.15 V at the backward onset. This voltage depends on the displacement at the onset, which the film fixes, so it is the same with and without the titania and cancels in the rise, provided the electrodes themselves are unchanged and both loops are saturated. With the averaged field, saturation now takes a peak of about 2.59 V when the titania is present.

The numerical output below lists the main values used here.

Computed results

```
INPUTS (rough typical values)
film thickness: 10.0 nm
film background permittivity: 30
layer thickness: 2.0 nm
layer permittivity: 100
switched polarization: 12.0 uC/cm2
forward film field: 2.00 MV/cm
backward film field: 0.50 MV/cm
peak voltage: 2.45 V
FORMULAS
capacitive ratio r: 0.060
polarization voltage of layer: 0.271 V
displacement at forward onset: 5.31 uC/cm2
displacement at backward onset: 13.33 uC/cm2
ratio of rises, backward/forward: 2.51
forward onset without layer: 2.000 V
forward onset with layer: 2.120 V
forward rise: 0.120 V
forward rise, relative: 6.0 %
backward onset without layer: 0.500 V
backward onset with layer: 0.801 V
backward rise: 0.301 V
backward rise, relative: 60.2 %
forward completion with layer: 2.391 V
backward completion with layer: 0.530 V
layer thickness where onsets meet: 16.6 nm
SWEEPS
forward onset with layer: 2.1205 V
backward onset with layer: 0.8010 V
loss without layer: 18.00 uJ/cm2
loss with layer: 17.99 uJ/cm2
partial loop: peak voltage: 2.25 V
partial loop: switched fraction: 0.480
partial loop: backward onset: 0.660 V
P_s = 0: backward onset: 0.530 V
charge cancelled: backward onset: 0.530 V
NEGLECTED EFFECTS (rough)
film field at peak: 2.06 MV/cm
layer field at peak: 1.97 MV/cm
assumed layer strength: 2.5 MV/cm
layer voltage at peak: 0.394 V
assumed tunnel barrier (free mass, 300 K): 1.0 eV
tunnel current density at peak: 1.77 A/cm2
charge tunnelled in 1 us: 1.77 uC/cm2
its largest voltage effect: 0.040 V
assumed cubic coefficient: 7.0 1e9 V m^5/C^3
nonlinearity, forward onset: 0.0021 V
nonlinearity, backward onset: 0.0331 V
10% threshold change, forward: 0.212 V
10% threshold change, backward: 0.053 V
assumed electrode screening length: 0.010 nm
its voltage at backward onset: 0.151 V
```
